# Removing the dielectric time-step limit with a semi-implicit Poisson equation

Suppose a drift-diffusion simulation computes the electric field from the old charge and then moves the carriers explicitly in that field. On a mesh much coarser than the Debye length, its time step must stay below about twice the dielectric relaxation time

$$\tau=\frac{\varepsilon}{\sigma},\qquad \sigma=q\mu n_0 .$$

If the field is a full step older still, the limit is about $\tau$. The cure is to solve Poisson's equation for the charge that will exist at the end of the step. To first order in the field, this replaces the permittivity $\varepsilon$ by $\varepsilon+\Delta t\,\sigma$ and adds a known current to the source. The dielectric limit then disappears. A separate limit from explicit diffusion remains on fine meshes, and for minority carriers on any mesh; implicit carrier updates remove that as well.

## What the naive step does

Take electrons of density $n$ over a fixed positive background $N$, with $q>0$ and $E=-\partial_x\phi$. The equations are

$$\partial_t n=\frac1q\,\partial_xJ,\qquad J=q\mu nE+qD\,\partial_xn,\qquad \varepsilon\,\partial_xE=q(N-n).$$

The plus sign in the continuity equation comes from the negative charge of the electron. Recombination is left out.

Let $n=n_0+c$ with $n_0=N$ uniform, $c$ small, and no mean field. Gauss's law becomes $\varepsilon\,\partial_xE=-qc$. The product $cE$ is of second order and is dropped, so

$$\partial_tc=\mu n_0\,\partial_xE+D\,\partial_x^2c=-\frac{c}{\tau}+D\,\partial_x^2c .$$

A long ripple of charge therefore decays in the time $\tau$. Diffusion overtakes this decay at wavelengths below $2\pi L_D$, where $L_D=\sqrt{D\tau}$ is the Debye length.

Now place densities on nodes a distance $h$ apart and fields on the faces between them. The difference of the two face fields around a node, divided by $h$, is the discrete $\partial_xE$. Gauss's law sets it to $-qc/\varepsilon$ at every wavelength, so drift contributes $-c/\tau$ on the mesh too. Diffusion contributes $-DK^2c$, where

$$K^2=\frac{4}{h^2}\sin^2\frac{kh}{2}\le\frac4{h^2}$$

is the eigenvalue of minus the discrete second derivative for wave number $k$. Define

$$a=\frac{\Delta t}{\tau},\qquad b=\Delta t\,DK^2 .$$

With the field taken from the old charge and an explicit update, $c^{\rm new}=c-ac-bc$. One step multiplies the ripple by

$$g=1-a-b .$$

Stability requires $g\ge-1$, or $a+b\le2$. The shortest ripple, $K^2=4/h^2$, is the most demanding:

$$\Delta t\le\frac{2}{1/\tau+4D/h^2}=\frac{2\tau}{1+4L_D^2/h^2}.$$

For $h\gg L_D$ this is $2\tau$; for $h\ll L_D$ it is the diffusion limit $h^2/2D$. The dielectric part has a simple meaning. The field is held fixed for the whole step, although the charge that causes it should drain away in a time $\tau$. If $\Delta t>\tau$, a long ripple overshoots and changes sign. If $\Delta t>2\tau$, the reversed ripple is larger than the original.

If the field comes from the charge one further step back, then $c^{k+1}=(1-b)c^k-ac^{k-1}$, and $g$ solves

$$g^2-(1-b)g+a=0 .$$

For small $b$ and $a$ near 1 the two roots are complex conjugates. Their product is $a$, so $|g|=\sqrt a$ and the limit is $\Delta t=\tau$. A test on a uniform slab with $h=60$ nm and the silicon parameters below gave growth factors 0.949 at $0.9\tau$ and 1.049 at $1.1\tau$, which are $\sqrt{0.9}$ and $\sqrt{1.1}$.

## Implicit carriers alone are not enough

A first repair is to treat the carriers implicitly while keeping the old-charge field. Diffusion now acts on the new density, $c^{\rm new}=c-ac-bc^{\rm new}$, hence

$$g=\frac{1-a}{1+b}.$$

The condition $g\ge-1$ reads $a\le2+b$. Short ripples are now safe, but for the longest one in the device, with wave number $K_{\min}$,

$$\Delta t\left(\frac1\tau-DK_{\min}^2\right)\le2 .$$

In a conducting region much longer than $L_D$ the limit is again close to $2\tau$. The fault lies in the lagged field, so the field equation has to change.

## Poisson's equation for the coming charge

We want Gauss's law at the end of the step, $\varepsilon\,\partial_xE^{\rm new}=\rho^{\rm new}$. The new charge is not yet known, but charge conservation, $\partial_t\rho=-\partial_xJ$, predicts it:

$$\rho^{\rm new}\approx\rho-\Delta t\,\partial_x\big[J+\sigma\,(E^{\rm new}-E)\big].$$

Here $J$ is the full current from old densities and old field, and $\sigma=\partial J/\partial E$ at fixed density is the local conductivity. Moving the unknown field to the left gives the semi-implicit Poisson equation

$$\partial_x\big[(\varepsilon+\Delta t\,\sigma)E^{\rm new}\big]=\rho-\Delta t\,\partial_x(J-\sigma E).$$

With $E^{\rm new}=-\partial_x\phi^{\rm new}$ it has the same tridiagonal form as the ordinary equation. In a good conductor with $\Delta t\gg\tau$ the effective permittivity is large: the equation knows that carriers will screen the field during the step.

For the uniform slab, let $c^*$ be the ripple that the new field corresponds to, $\varepsilon\,\partial_xE^{\rm new}=-qc^*$. The prediction reads $c^*=c-ac^*-bc$, so

$$c^*=\frac{1-b}{1+a}\,c .$$

If the carriers are then moved explicitly in the new field, $c^{\rm new}=c-ac^*-bc$, which is $c^*$ itself. Thus

$$g=\frac{1-b}{1+a}.$$

Since $g<1$, the one condition left is $g\ge-1$, or $b-a\le2$:

$$\Delta t\left(\frac{4D}{h^2}-\frac1\tau\right)\le2 .$$

For $h\ge2L_D$ the bracket is not positive and, for this single species, no step is too long. Minority carriers contribute almost nothing to $\sigma$, so if they are moved explicitly they keep their own limit $h^2/2D$ on any mesh. For $h<2L_D$ explicit diffusion still imposes a limit. It is weaker than before, but only slightly so when $h\ll L_D$.

If the carriers are moved implicitly in the new field, $(1+b)\,c^{\rm new}=c-ac^*$. Inserting $c^*$,

$$(1+b)\,g=1-\frac{a(1-b)}{1+a}=\frac{1+a-a+ab}{1+a},\qquad g=\frac{1+ab}{(1+a)(1+b)} .$$

The denominator exceeds the numerator by $a+b$, so $0<g<1$ for every positive $a$ and $b$. Both limits are gone.

These four growth factors, two for each field equation, were tested against the numerically linearised time step of a 24-cell slab. The cases were $h=10$ and 50 nm with $a=0.7$, 3 and 10. The largest discrepancy was $3\times10^{-10}$, relative to the larger of 1 and the largest predicted factor.

## Electrons and holes together

A junction has both carriers. Let $P$ and $M$ be the hole and electron ripples, with $a_p,a_n,b_p,b_n$ defined from each species' own density and diffusion constant, and $a=a_p+a_n$. The predicted charge ripple, in units of $q$, is

$$C^*=\frac{(1-b_p)P-(1-b_n)M}{1+a}.$$

A positive charge drives holes out and draws electrons in, so the implicit updates are

$$(1+b_p)P^{\rm new}=P-a_pC^*,\qquad(1+b_n)M^{\rm new}=M+a_nC^*.$$

Write $u=a_p/(1+a)$ and $v=a_n/(1+a)$, so $u+v<1$, and $S=(1+b_p)(1+b_n)$. The step is a $2\times2$ matrix with diagonal elements

$$\frac{1-u(1-b_p)}{1+b_p},\qquad\frac{1-v(1-b_n)}{1+b_n}$$

and off-diagonal elements $u(1-b_n)/(1+b_p)$ and $v(1-b_p)/(1+b_n)$. Both diagonal elements are positive, so the trace $T$ is positive. In the determinant $d$ the terms in $uv$ cancel:

$$d=\frac{1-u-v+ub_p+vb_n}{S}.$$

It is positive, and below 1 because its numerator is less than $1+b_p+b_n+b_pb_n=S$. Multiplying out $1-T+d$ over the common denominator gives

$$1-T+d=\frac{b_nb_p+u(1-b_p)b_n+v(1-b_n)b_p}{S}=\frac{b_nb_p(1-u-v)+ub_n+vb_p}{S}>0 .$$

The growth factors are the roots of $f(g)=g^2-Tg+d$. A complex pair has $|g|^2=d<1$. For a real pair, $f(1)>0$ and $f(-1)=1+T+d>0$ allow either both roots between $-1$ and 1, or both beyond the same end; the second would need $d>1$. Hence both roots have modulus below 1 for every $\Delta t$. This proof covers a uniform background without mean field. It does not cover a junction, which is examined numerically below.

## Currents, positivity and steady states

In a junction the potential can change by more than $2V_T$ between nodes, where $V_T=k_BT/q$, and a plain difference formula for the current may then produce negative densities. Instead, assume constant field and constant $F=J_n/q$ (minus the electron particle flux) between two nodes. With $\Delta=(\phi_{i+1}-\phi_i)/V_T$ and $D=\mu V_T$,

$$F=D\left(\partial_xn-\frac{\Delta}{h}n\right).$$

Multiplying by $e^{-\Delta x/h}$ turns the bracket into the derivative of $ne^{-\Delta x/h}$. Integration from 0 to $h$ gives

$$n_{i+1}e^{-\Delta}-n_i=\frac{Fh}{D\Delta}\left(1-e^{-\Delta}\right).$$

Solving for $F$ yields the Scharfetter–Gummel current:

$$F=\frac Dh\big[n_{i+1}B(\Delta)-n_iB(-\Delta)\big],\qquad B(x)=\frac{x}{e^x-1}.$$

For small $\Delta$, $B\approx1-\Delta/2$, which restores the linear drift and diffusion terms used above. For holes, $J_p/q=-(D_p/h)[p_{i+1}B(-\Delta)-p_iB(\Delta)]$. The conductivity at a face is $\sigma=-(h/V_T)\,\partial J/\partial\Delta$. It is positive because $B$ decreases.

One time step has three parts:

1. Evaluate $J$ and $\sigma$ from the old densities and old potential.
2. Solve the semi-implicit Poisson equation with the new contact voltages.
3. Solve one implicit tridiagonal equation for each carrier in the new potential.

The matrix in part 3 has a positive diagonal $G$ and non-positive off-diagonal elements; write it as $G-O$ with $O\ge0$. What leaves one node enters its neighbour or a contact, so each column of $G-O$ sums to at least 1. Hence the column sums of $OG^{-1}$ are below 1, the series $G^{-1}\sum_m(OG^{-1})^m$ converges to the inverse, and every term is non-negative. Positive old and contact densities thus give positive new ones.

The source must contain the complete old current. Suppose the device is steady: each carrier current is divergence-free and $\varepsilon\,\partial_xE=\rho$. Then $E^{\rm new}=E$ solves the semi-implicit equation, since the terms in $\sigma E$ cancel and $\partial_xJ=0$. The carriers stay put, and the steady state does not depend on $\Delta t$.

Dropping the bracket $J-\sigma E$ looks attractive. In the slab it gives $c^*=c/(1+a)$ and $g=1/[(1+a)(1+b)]$, which damps more strongly. But in equilibrium drift balances diffusion, and this shortcut keeps only the drift. For the diode below at zero bias, 300 steps of 0.8 ps displaced the equilibrium potential by up to 66 mV. With the bracket kept, the shift was at rounding level.

## A silicon diode switched on

The example is a symmetric p–n diode at 300 K, 600 nm long, with $10^{17}$ cm$^{-3}$ doping on each side, ideal contacts and $h=5$ nm. The mobilities, 800 cm$^2$/Vs for electrons and 330 for holes, are rough typical values for silicon at this doping. On the n side

$$\sigma=(1.602\times10^{-19})(800)(10^{17})\ \mathrm{S/cm}=12.8\ \mathrm{S/cm},$$

$$\tau=\frac{11.7\times8.854\times10^{-14}\ \mathrm{F/cm}}{12.8\ \mathrm{S/cm}}=81\ \mathrm{fs},$$

or about 3300 atomic units of time. With $D_n=20.7$ cm$^2$/s, $L_D=\sqrt{D_n\tau}=12.9$ nm.

In uniform n-type material on this mesh, explicit electrons with lagged Poisson are limited to 5.8 fs, and semi-implicit Poisson alone raises this to just 6.3 fs, because $h<2L_D$ and diffusion sets the limit. In the diode the gain is smaller still. Electrons are minority carriers on the p side, where $h^2/2D_n=6.0$ fs applies, so at 0.7 V the limits are 5.8 and 6.0 fs. At zero bias the junction field lowers both to 5.7 fs. On a 50 nm mesh in uniform material the lagged limit is 128 fs, or $1.6\tau$, and the semi-implicit one is absent for the majority electrons; explicit minority holes would still limit the step to $h^2/2D_p=1.5$ ps. That mesh, however, would not resolve the junction.

With implicit carriers and lagged Poisson, the linearised step of the diode at 0.7 V becomes unstable at 169 fs, or $2.09\tau$. The slab formula with $K_{\min}=\pi/W$ and neutral width $W=271$ nm would give $2.05\tau$, but the depletion edge does not pin the density as a contact does. The ripple that goes unstable is shorter: it peaks about 95 nm from the n contact and changes sign inside the neutral region. For its half wavelength, near 190 nm, the formula gives about $2.1\tau$. Marching confirms the threshold. After 100 steps, small noise in the electron density had shrunk by a factor of about $10^4$ at 0.9 of the limit, and grown by about $2\times10^5$ at 1.1 of it.

With the semi-implicit equation, the largest growth factors of the same biased junction are 0.991, 0.921 and 0.990 at $\Delta t=\tau$, $10\tau$ and $100\tau$. All are below 1, which supports stability here without proving it for every junction or step.

For the transient, the voltage rises smoothly from 0 to 0.7 V in 20 ps. The electrons stored in the first 200 nm of the p side are compared with an adaptive stiff integration of the same spatial equations. The largest error up to 60 ps, relative to the stored charge at 60 ps, is 2.0% for $\Delta t=0.8$ ps ($9.9\tau$), 1.2% for 0.4 ps, 0.7% for 0.2 ps and 0.4% for 0.1 ps. Each halving of the step divides the error by 1.6 to 1.9, somewhat less than the factor 2 of strict proportion. At 0.8 ps the run takes 75 steps; at the lagged limit of 169 fs it would take about 355.

The steady current is 96 A/cm$^2$. The short-diode law

$$J=\frac{qn_i^2}{N}\,\frac{D_n+D_p}{W}\left(e^{V/V_T}-1\right),$$

with $n_i=10^{10}$ cm$^{-3}$, gives 99 A/cm$^2$. It assumes sharp depletion edges, whereas the real edge is blurred over lengths of order $L_D$, about 5% of $W$. A difference of 3% is within that uncertainty.

## What a long step costs

Stability does not make every ripple accurate. For one species,

$$g-\frac{a}{1+a}=\frac{1+ab-a(1+b)}{(1+a)(1+b)}=\frac{1-a}{(1+a)(1+b)} .$$

For $a>1$ this is negative, and it tends to zero for short ripples, $b\to\infty$. Such charge should vanish faster than $\tau$, yet it loses just a fraction near $1/(1+a)$ per step and lingers for a time of order

$$\Delta t\left(1+\frac{\Delta t}{\tau}\right).$$

The cause is the splitting: the field is predicted with explicit diffusion, while the carriers diffuse implicitly. At $100\tau$ the shortest ripple on the 5 nm mesh has $b=4aL_D^2/h^2\approx2670$, and the slab formula gives $g=0.990$, the value found in the junction.

For $a>1$ this lag bounds the lifetime of every charge ripple in the uniform slab. It does not bound the slow, nearly neutral diffusion of a junction, and it is not an estimate of the error in a device quantity. At 0.8 ps the bound is 8.7 ps, yet the error of the stored charge was only about 2%. The ramp is smooth and the stored charge depends mainly on slow, nearly neutral diffusion. Other cases are less forgiving. If the 0.7 V is applied suddenly, the error of the stored charge at the same time step rises to about 9%. Even in the smooth ramp, the displacement current at the junction is off by about 6% of its peak. The step should therefore be chosen by halving it and watching the quantity of interest.

## How far the model describes silicon

On the time scale $\tau$, the assumption that current follows the field instantly fails. With a rough conduction mass of 0.26 electron masses, the momentum relaxation time is $\tau_m=\mu m/q\approx0.12$ ps, longer than $\tau$. Inertia changes Ohm's law to $\tau_m\partial_tJ+J=\sigma E$. Taking the divergence and using charge conservation,

$$\tau_m\,\partial_t^2\rho+\partial_t\rho+\frac\rho\tau=0 .$$

For $4\tau_m>\tau$ the roots are complex: the charge oscillates with a period of about 0.7 ps while decaying in $2\tau_m\approx0.24$ ps. At this doping, the lagged scheme is forced to resolve a relaxation that drift-diffusion itself describes wrongly. The 20 ps ramp is slow compared with both times.

For the steady current, the largest neglected effect considered here may be the narrowing of the band gap by doping. Two common empirical fits give about 3 and 6 meV at this doping, which would raise the current by roughly 12 and 26%; other fits range from no narrowing to more than 10 meV. Several other effects are of order 10%. Incomplete ionisation is about 4% for phosphorus and 6 to 16% for boron, depending on the valence-band density of states assumed. A perfectly absorbing contact removes carriers at a finite speed $2v$, where $v\approx5\times10^6$ cm/s is the one-way thermal flux divided by the density, averaged over the conduction valleys with their masses along the current. This divides the electron part by $1+D_n/(2Wv)\approx1.08$, a loss of about 7%. At 0.7 V the peak field is 0.034 MV/cm on the 5 nm mesh and about 0.037 MV/cm on much finer ones, where $\mu E$ is 3.0 times a rough saturation velocity of $10^7$ cm/s. The electron Fermi level drops by 0.04 $k_BT$ across the depletion region; an electron mobility reduced by a factor $1+3.0$ throughout that region would raise this to about 0.16 $k_BT$ and cost roughly a tenth of the injected electrons. Degeneracy changes $D/\mu$ by 0.1%, and recombination during a transit of 18 ps is negligible for a rough lifetime of 0.1 µs. The peak field at zero bias, 0.11 MV/cm, is about a fifth of a rough breakdown field. The numerical output lists several of these estimates for the 5 nm mesh. Its contact figure of 14.8% uses the density-of-states mass, which counts all six valleys, and is therefore about twice too large.

## Numbers as computed

```
Temperature 300 K, kT/q = 25.852 mV
Doping each side 1.0e+17 cm^-3, intrinsic 1.0e+10 cm^-3
Mobilities n, p: 800, 330 cm2/Vs; eps_r 11.7
Diffusion constants n, p: 20.68, 8.53 cm2/s
Device length 600 nm, mesh 5 nm, Debye length 12.93 nm
Dielectric relaxation time, n side: 80.82 fs = 3341 a.u.
Slab: worst relative gap, code vs growth formulas: 3.1e-10
Two-species gap: 8.0e-10; largest factor in scan: 0.99898830
Field one step old: growth at 0.9 tau 0.9487, at 1.1 tau 1.0488
Explicit carriers, lagged, limit at h=50 nm: 127.5 fs = 1.58 tau
Explicit carriers, lagged, limit at h=5 nm: 5.83 fs
Explicit carriers, semi-implicit, limit at h=5 nm: 6.28 fs
Explicit carriers, semi-implicit, h=50 nm, 100 tau: growth 0.2538
Built-in voltage 0.8334 V, applied 0.70 V, ramp 20 ps
Junction, lagged, implicit carriers: limit 169.1 fs = 2.092 tau
Noise after 100 lagged steps at 0.9 of limit: x 9.04e-05
Noise after 100 lagged steps at 1.1 of limit: x 1.84e+05
Junction, semi-implicit, dt = 1 tau: largest growth factor 0.99144
Junction, semi-implicit, dt = 10 tau: largest growth factor 0.92051
Junction, semi-implicit, dt = 100 tau: largest growth factor 0.98977
Transient dt 0.8 ps = 9.90 tau: error 2.04 %, lag bound 8.72 ps
Transient dt 0.4 ps = 4.95 tau: error 1.20 %, lag bound 2.38 ps
Transient dt 0.2 ps = 2.47 tau: error 0.65 %, lag bound 0.69 ps
Transient dt 0.1 ps = 1.24 tau: error 0.39 %, lag bound 0.22 ps
Stored electrons at 60 ps (x <= 200 nm): 4.190e+09 cm^-2
Steady residual after 0.8 ps steps: 2.0e-12 doping/ps
Steady current 95.97 A/cm2; short-diode law 99.40 A/cm2
Half depletion width 29.4 nm, neutral width 270.6 nm
Equilibrium shift, diffusion kept: 1.7e-11 mV
Equilibrium shift, diffusion dropped: 65.7 mV
Momentum relaxation time 118.3 fs; ratio to tau 1.46
With inertia: decay time 237 fs, period 675 fs
Degeneracy: Einstein relation shifts by 0.125 %
Transit time 17.7 ps; ratio to rough 0.1 us lifetime 1.8e-04
Finite contact velocity: D/(2 W v) = 14.8 %
Peak field: 0.1061 MV/cm at 0 V, 0.0335 MV/cm at 0.7 V
Peak field at 0 V / rough breakdown field: 0.18
mu*E/v_sat at 0.7 V: 2.68; electron Fermi drop 0.043 kT
Band-to-band tunnelling exponent at 0 V: -341
```
